**Double-delta integrals for free electrons: tetrahedra, smearing and the q = 0 term**

For one spin and band energy k²/2 (ħ = m = 1), the nesting function N(q) is 1/(4π²q) for 0 < q < 2k_F and zero beyond, where k_F is the Fermi wave number. The program asserts that its tetrahedron formula agrees with direct clipping of the intersection line in 200 random tetrahedra, and that tetrahedron sums follow the 1/q law down to q = 0.01 bohr⁻¹ within 4%. It also asserts that sums with Gaussian deltas of standard deviation σ agree with erf(k_F q/2σ)/(4π²q) within 1% at the tabulated q, including the plateau at q = 0. The output shows that a width of 0.003 hartree on a k mesh of spacing 0.05 bohr⁻¹ gives a 32% root-mean-square error, against 0.13% for tetrahedra. For a weighted average whose exact value is 0.2, omitting q = 0 on a q mesh of spacing Δ = 0.2 bohr⁻¹ gives 0.1955. Replacing N(0) by ξ/(4π²Δ), with the Ewald constant ξ = 2.8373, gives 0.2000. With the transport factor 1 − cos θ, where θ is the scattering angle, the tetrahedron sum needs no q = 0 term and is asserted to lie within 1% of the exact value.

## Check in Python

```python
"""Double-delta Fermi-surface integrals for free electrons (hbar = m = 1).

Result under test, for one spin and band energy k^2/2:
  N(q) = integral d^3k/(2 pi)^3 delta(e_k-E_F) delta(e_(k+q)-E_F)
       = 1/(4 pi^2 q) for 0 < q < 2 k_F, and zero beyond 2 k_F.
Linear tetrahedra keep the 1/q law. Gaussian deltas of standard deviation
sigma give erf(k_F q/(2 sigma))/(4 pi^2 q), away from the 2 k_F edge.
On a cubic q mesh of spacing D the q=0 value is replaced by
xi/(4 pi^2 D), where xi comes from an Ewald split of a 1/q lattice sum.
Wave numbers are in 1/bohr, energies in hartree.
"""
from itertools import permutations
import numpy as np
from scipy.integrate import dblquad
from scipy.special import erf, erfc
from scipy.constants import physical_constants

PI = np.pi
K_FERMI = 1.0
E_FERMI = K_FERMI**2 / 2
DOS = K_FERMI / (2 * PI**2)
MESH_OFFSET = np.array([0.31, 0.17, 0.43])
rng = np.random.default_rng(7)


def band(k):
    return 0.5 * np.sum(k * k, axis=-1)


def nesting_exact(q):
    return 1 / (4 * PI**2 * q) if q < 2 * K_FERMI else 0.0


# ---------- linear tetrahedra ----------
def cut_tetrahedra(corners, energy):
    """Triangles on which the linear interpolation of energy is zero."""
    order = np.argsort(energy, axis=1)
    energy = np.take_along_axis(energy, order, axis=1)
    corners = np.take_along_axis(corners, order[:, :, None], axis=1)
    edges = corners[:, 1:] - corners[:, :1]
    rises = (energy[:, 1:] - energy[:, :1])[..., None]
    speed = np.linalg.norm(np.linalg.solve(edges, rises)[..., 0], axis=1)
    below = np.sum(energy < 0, axis=1)
    # number of corners below the level, then the three cut edges
    cases = [(1, ((0, 1), (0, 2), (0, 3))),
             (3, ((0, 3), (1, 3), (2, 3))),
             (2, ((0, 2), (0, 3), (1, 3))),
             (2, ((0, 2), (1, 3), (1, 2)))]
    starts, ends, fractions, weights = [], [], [], []
    for count, cut_edges in cases:
        chosen = below == count
        first = [edge[0] for edge in cut_edges]
        last = [edge[1] for edge in cut_edges]
        start, end = corners[chosen][:, first], corners[chosen][:, last]
        e_start, e_end = energy[chosen][:, first], energy[chosen][:, last]
        fraction = -e_start / (e_end - e_start)
        point = start + fraction[..., None] * (end - start)
        normal = np.cross(point[:, 1] - point[:, 0],
                          point[:, 2] - point[:, 0])
        starts.append(start)
        ends.append(end)
        fractions.append(fraction)
        weights.append(0.5 * np.linalg.norm(normal, axis=1) / speed[chosen])
    return tuple(np.concatenate(x) for x in
                 (starts, ends, fractions, weights))


def second_delta(triangles, second_energy):
    """Integrate delta(second energy), interpolated from the corners."""
    start, end, fraction, weight = triangles
    value = ((1 - fraction) * second_energy(start)
             + fraction * second_energy(end))
    low, middle, high = np.sort(value, axis=1).T
    density = np.zeros(len(weight))
    s = (low < 0) & (middle >= 0)
    density[s] = -2 * low[s] / ((middle[s] - low[s]) * (high[s] - low[s]))
    s = (middle < 0) & (high > 0)
    density[s] = 2 * high[s] / ((high[s] - low[s]) * (high[s] - middle[s]))
    return np.sum(weight * density)


def fermi_triangles(spacing, e_fermi=E_FERMI):
    half = int(np.ceil(1.1 / spacing)) + 1
    index = np.arange(-half, half)
    cells = np.stack(np.meshgrid(index, index, index, indexing="ij"), -1)
    cells = (cells.reshape(-1, 3) + MESH_OFFSET) * spacing
    all_corners, all_energies = [], []
    for axes in permutations(range(3)):
        shape = np.zeros((4, 3))
        for step, axis in enumerate(axes):
            shape[step + 1:, axis] = 1
        corners = cells[:, None, :] + spacing * shape
        energy = band(corners) - e_fermi
        crossed = (energy.min(axis=1) < 0) & (energy.max(axis=1) > 0)
        all_corners.append(corners[crossed])
        all_energies.append(energy[crossed])
    return cut_tetrahedra(np.concatenate(all_corners),
                          np.concatenate(all_energies))


def nesting_tetra(triangles, q_vector, e_fermi=E_FERMI):
    return second_delta(triangles,
                        lambda k: band(k + q_vector) - e_fermi) / (2*PI)**3


# One tetrahedron: compare with direct clipping of the intersection line.
worst_segment = 0.0
for trial in range(200):
    corners = rng.normal(size=(4, 3))
    inside = rng.dirichlet(np.ones(4))
    center = inside @ corners
    grad_a, grad_b = rng.normal(size=(2, 3))
    triangles = cut_tetrahedra(corners[None],
                               ((corners - center) @ grad_a)[None])
    found = second_delta(triangles, lambda r: (r - center) @ grad_b)
    barycentric = np.linalg.inv(np.vstack([np.ones(4), corners.T]))
    rates = barycentric[:, 1:] @ np.cross(grad_a, grad_b)
    bounds = -inside / rates
    clipped = bounds[rates < 0].min() - bounds[rates > 0].max()
    worst_segment = max(worst_segment, abs(found / clipped - 1))
assert worst_segment < 1e-6


# ---------- Gaussian smearing ----------
def gaussian(x, sigma):
    return np.exp(-0.5 * (x / sigma)**2) / (sigma * np.sqrt(2 * PI))


def fermi_shell(spacing, sigma):
    half = int(np.ceil(1.4 / spacing))
    index = np.arange(-half, half + 1)
    k = np.stack(np.meshgrid(index, index, index, indexing="ij"), -1)
    k = (k.reshape(-1, 3) + MESH_OFFSET) * spacing
    detuning = band(k) - E_FERMI
    near = np.abs(detuning) < 6 * sigma
    return k[near], gaussian(detuning[near], sigma)


def nesting_smeared(shell, q_vector, spacing, sigma):
    k, first = shell
    second = gaussian(band(k + q_vector) - E_FERMI, sigma)
    return np.sum(first * second) * spacing**3 / (2 * PI)**3


def smeared_formula(q, sigma):
    if q == 0:
        return DOS / (2 * np.sqrt(PI) * sigma)
    return erf(K_FERMI * q / (2 * sigma)) / (4 * PI**2 * q)


SPACING, SIGMA = 0.05, 0.05
triangles = fermi_triangles(SPACING)
shell = fermi_shell(SPACING, SIGMA)
dos_tetra = triangles[3].sum() / (2 * PI)**3
assert abs(dos_tetra / DOS - 1) < 0.01

print(f"k_F = {K_FERMI:.1f} 1/bohr; E_F = {E_FERMI:.2f} hartree")
print(f"k spacing = {SPACING} 1/bohr; sigma = {SIGMA} hartree")
print(f"single-tetrahedron worst relative error = {worst_segment:.1e}")
print(f"DOS per spin, exact = {DOS:.6f} 1/(hartree bohr^3)")
print(f"DOS per spin, tetrahedra = {dos_tetra:.6f} 1/(hartree bohr^3)")
print("N(q) in 1/(hartree^2 bohr^3), q in 1/bohr:")
print("    q      exact    tetra    smeared  erf formula")
direction = np.array([0.37, 0.61, 0.83])
direction /= np.linalg.norm(direction)
for q in (1.5, 1.0, 0.5, 0.2, 0.1, 0.05, 0.02, 0.01):
    exact = nesting_exact(q)
    tetra = nesting_tetra(triangles, q * direction)
    smeared = nesting_smeared(shell, q * direction, SPACING, SIGMA)
    formula = smeared_formula(q, SIGMA)
    assert abs(tetra / exact - 1) < 0.04
    assert abs(smeared / formula - 1) < 0.01
    print(f"  {q:5.2f} {exact:9.5f} {tetra:9.5f} {smeared:9.5f} {formula:9.5f}")

plateau = nesting_smeared(shell, np.zeros(3), SPACING, SIGMA)
plateau_formula = smeared_formula(0, SIGMA)
assert abs(plateau / plateau_formula - 1) < 0.01
print(f"smeared N(0), mesh = {plateau:.5f} 1/(hartree^2 bohr^3)")
print(f"smeared N(0), formula = {plateau_formula:.5f} 1/(hartree^2 bohr^3)")
print(f"crossover 2 sigma/v_F = {2*SIGMA/K_FERMI:.2f} 1/bohr")

growth = (nesting_tetra(triangles, 0.001 * direction)
          / nesting_tetra(triangles, 0.01 * direction))
assert abs(growth / 10 - 1) < 0.03
print(f"tetra N(0.001)/N(0.01) = {growth:.3f} (dimensionless)")

# The rounded edge has half height up to a correction of order sigma/E_F.
edge = nesting_smeared(shell, 2 * K_FERMI * direction, SPACING, SIGMA)
edge_ratio = edge * 4 * PI**2 * 2 * K_FERMI
assert abs(edge_ratio / 0.5 - 1) < 0.04
print(f"smeared N(2k_F) * 4 pi^2 * 2k_F = {edge_ratio:.4f} (dimensionless)")
outside = nesting_tetra(triangles, 2.2 * K_FERMI * direction)
assert outside == 0

# The height does not depend on the Fermi wave number.
small_level = 0.8**2 / 2
small_sphere = nesting_tetra(fermi_triangles(SPACING, small_level),
                             0.5 * direction, small_level)
assert abs(small_sphere / nesting_exact(0.5) - 1) < 0.04
print(f"tetra N(0.5) at k_F=0.8/bohr = {small_sphere:.5f} "
      "1/(hartree^2 bohr^3)")

# Mesh errors over many directions and lengths.
lengths = np.linspace(0.3, 1.7, 24)
vectors = rng.normal(size=(24, 3))
vectors *= (lengths / np.linalg.norm(vectors, axis=1))[:, None]


def rms_error(method):
    errors = [method(v) / nesting_exact(q) - 1
              for v, q in zip(vectors, lengths)]
    return np.sqrt(np.mean(np.square(errors)))


coarse_triangles = fermi_triangles(0.2)
rms_coarse = rms_error(lambda v: nesting_tetra(coarse_triangles, v))
rms_fine = rms_error(lambda v: nesting_tetra(triangles, v))
rms_smeared = rms_error(lambda v: nesting_smeared(shell, v, SPACING, SIGMA))
NARROW = 0.003
narrow_shell = fermi_shell(SPACING, NARROW)
rms_narrow = rms_error(
    lambda v: nesting_smeared(narrow_shell, v, SPACING, NARROW))
assert rms_fine < 0.03 and rms_coarse > 2 * rms_fine
assert rms_smeared < 0.01
assert rms_narrow > 0.1 and rms_narrow > 3 * rms_fine
print("RMS relative errors, 24 vectors with q from 0.3 to 1.7 1/bohr:")
print(f"  tetra, k spacing 0.20 1/bohr: {100*rms_coarse:.2f} %")
print(f"  tetra, k spacing 0.05 1/bohr: {100*rms_fine:.2f} %")
print(f"  smeared, sigma {SIGMA} hartree: {100*rms_smeared:.4f} %")
print(f"  smeared, sigma {NARROW} hartree: {100*rms_narrow:.1f} %")


# ---------- q=0 term on a cubic q mesh ----------
def ewald_constant(alpha):
    """Integral minus punctured sum of 1/r on the unit cubic lattice."""
    index = np.arange(-6, 7)
    n = np.stack(np.meshgrid(index, index, index), -1).reshape(-1, 3)
    r = np.linalg.norm(n, axis=1)
    r = r[r > 0]
    g = 2 * PI * r
    reciprocal = np.sum(4 * PI / g**2 * np.exp(-g**2 / (4 * alpha**2)))
    return (2 * alpha / np.sqrt(PI) + PI / alpha**2
            - reciprocal - np.sum(erfc(alpha * r) / r))


xi = ewald_constant(np.sqrt(PI))
assert abs(xi - ewald_constant(2.5)) < 1e-9
cell_constant = 3 * np.log(2 + np.sqrt(3)) - PI / 2
# six pyramids; the radial integral of each is done by scaling
face_integral = dblquad(lambda y, x: 1 / np.sqrt(1 + x*x + y*y),
                        -1, 1, -1, 1)[0]
assert abs(cell_constant - 0.75 * face_integral) < 1e-7

POWER = 4


def angular_weight(q):
    return (1 - q**2 / (4 * K_FERMI**2))**POWER


def q_wedge(spacing):
    """Nonzero mesh vectors inside 2 k_F, reduced by cubic symmetry."""
    top = int(round(2 * K_FERMI / spacing))
    result = []
    for a in range(top + 1):
        for b in range(a + 1):
            for c in range(b + 1):
                if 0 < a*a + b*b + c*c < top*top:
                    copies = (len(set(permutations((a, b, c))))
                              * 2**sum(x > 0 for x in (a, b, c)))
                    result.append((spacing * np.array([a, b, c]), copies))
    return result


def prefactor(spacing):
    return spacing**3 / ((2 * PI)**3 * DOS**2)


def analytic_average(spacing, nesting):
    total = 0.0
    for v, copies in q_wedge(spacing):
        q = np.linalg.norm(v)
        total += copies * nesting(q) * angular_weight(q)
    return prefactor(spacing) * total


Q_SPACING = 0.2
target = 1 / (POWER + 1)
transport_target = 2 / ((POWER + 1) * (POWER + 2))
omitted = analytic_average(Q_SPACING, nesting_exact)
omitted_half = analytic_average(Q_SPACING / 2, nesting_exact)
error_ratio = (target - omitted) / (target - omitted_half)
assert abs(error_ratio - 4) < 0.1
zero_unit = prefactor(Q_SPACING) / (4 * PI**2 * Q_SPACING)
with_cell = omitted + cell_constant * zero_unit
with_ewald = omitted + xi * zero_unit
assert abs(with_ewald / target - 1) < 1e-3
assert abs(with_ewald - target) < abs(with_cell - target) / 3
assert abs(with_cell - target) < abs(omitted - target) / 3

tetra_sum = smeared_sum = transport_sum = 0.0
for v, copies in q_wedge(Q_SPACING):
    q = np.linalg.norm(v)
    weight = copies * angular_weight(q)
    value = nesting_tetra(triangles, v)
    tetra_sum += weight * value
    transport_sum += weight * value * q**2 / (2 * K_FERMI**2)
    smeared_sum += weight * nesting_smeared(shell, v, SPACING, SIGMA)
tetra_omitted = prefactor(Q_SPACING) * tetra_sum
tetra_ewald = tetra_omitted + xi * zero_unit
transport = prefactor(Q_SPACING) * transport_sum
smeared_average = prefactor(Q_SPACING) * (smeared_sum + plateau)
SMALL_SIGMA = 0.01
overshoot = (analytic_average(Q_SPACING,
                              lambda q: smeared_formula(q, SMALL_SIGMA))
             + prefactor(Q_SPACING) * smeared_formula(0, SMALL_SIGMA))
assert abs(tetra_ewald / target - 1) < 0.01
assert abs(tetra_ewald - target) < abs(tetra_omitted - target)
assert abs(transport / transport_target - 1) < 0.01
assert abs(smeared_average / target - 1) < 0.01
assert overshoot / target > 1.05

print(f"q spacing = {Q_SPACING} 1/bohr; angular power p = {POWER}")
print(f"cell-mean constant = {cell_constant:.6f} (dimensionless)")
print(f"Ewald constant xi = {xi:.6f} (dimensionless)")
print(f"omission error ratio on halving q spacing = {error_ratio:.3f}")
print("Double averages A (dimensionless):")
print(f"  exact integral: {target:.6f}")
print(f"  analytic N, q=0 omitted: {omitted:.6f}")
print(f"  analytic N, cell mean: {with_cell:.6f}")
print(f"  analytic N, Ewald term: {with_ewald:.6f}")
print(f"  tetra N, q=0 omitted: {tetra_omitted:.6f}")
print(f"  tetra N, Ewald term: {tetra_ewald:.6f}")
print(f"  smeared N, sigma {SIGMA} hartree, q=0 kept: {smeared_average:.6f}")
print(f"  erf formula, sigma {SMALL_SIGMA} hartree, q=0 kept: {overshoot:.6f}")
print(f"  transport, exact integral: {transport_target:.6f}")
print(f"  transport, tetra N, no q=0 term: {transport:.6f}")

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
converted = nesting_exact(0.5) / (hartree_ev**2 * bohr_angstrom**3)
print(f"exact N(0.5/bohr) = {converted:.4e} 1/(eV^2 angstrom^3)")
print("every check passed")
```

It prints:

```
k_F = 1.0 1/bohr; E_F = 0.50 hartree
k spacing = 0.05 1/bohr; sigma = 0.05 hartree
single-tetrahedron worst relative error = 2.0e-14
DOS per spin, exact = 0.050661 1/(hartree bohr^3)
DOS per spin, tetrahedra = 0.050623 1/(hartree bohr^3)
N(q) in 1/(hartree^2 bohr^3), q in 1/bohr:
    q      exact    tetra    smeared  erf formula
   1.50   0.01689   0.01688   0.01689   0.01689
   1.00   0.02533   0.02532   0.02533   0.02533
   0.50   0.05066   0.05062   0.05066   0.05066
   0.20   0.12665   0.12680   0.12600   0.12606
   0.10   0.25330   0.25316   0.21313   0.21346
   0.05   0.50661   0.50613   0.26341   0.26369
   0.02   1.26651   1.26525   0.28186   0.28206
   0.01   2.53303   2.53034   0.28469   0.28487
smeared N(0), mesh = 0.28564 1/(hartree^2 bohr^3)
smeared N(0), formula = 0.28582 1/(hartree^2 bohr^3)
crossover 2 sigma/v_F = 0.10 1/bohr
tetra N(0.001)/N(0.01) = 10.000 (dimensionless)
smeared N(2k_F) * 4 pi^2 * 2k_F = 0.4930 (dimensionless)
tetra N(0.5) at k_F=0.8/bohr = 0.05057 1/(hartree^2 bohr^3)
RMS relative errors, 24 vectors with q from 0.3 to 1.7 1/bohr:
  tetra, k spacing 0.20 1/bohr: 1.15 %
  tetra, k spacing 0.05 1/bohr: 0.13 %
  smeared, sigma 0.05 hartree: 0.0012 %
  smeared, sigma 0.003 hartree: 31.9 %
q spacing = 0.2 1/bohr; angular power p = 4
cell-mean constant = 2.380077 (dimensionless)
Ewald constant xi = 2.837297 (dimensionless)
omission error ratio on halving q spacing = 3.989
Double averages A (dimensionless):
  exact integral: 0.200000
  analytic N, q=0 omitted: 0.195501
  analytic N, cell mean: 0.199289
  analytic N, Ewald term: 0.200017
  tetra N, q=0 omitted: 0.195459
  tetra N, Ewald term: 0.199974
  smeared N, sigma 0.05 hartree, q=0 kept: 0.199041
  erf formula, sigma 0.01 hartree, q=0 kept: 0.213460
  transport, exact integral: 0.066667
  transport, tetra N, no q=0 term: 0.066652
exact N(0.5/bohr) = 4.6171e-04 1/(eV^2 angstrom^3)
every check passed
```
